# How a linearised Poisson–Boltzmann electrolyte neutralises a charged periodic cell: a program that tests the result

```python
"""Linearised Poisson-Boltzmann electrolyte in charged periodic cells.

Result under test (Hartree atomic units, potential phi in hartree/e):
    div(eps grad phi) - eps_b kappa^2 s phi = -4 pi rho
has a finite periodic solution for any net solute charge Q. The ions carry -Q,
the G=0 potential in a uniform medium is 4 pi Q/(eps_b kappa^2 V), and phi
decays to zero in bulk electrolyte.
eps_b: bulk permittivity; kappa: inverse Debye length; s: ion accessibility;
rho: solute charge density; V: cell volume; L: cell length.
"""
import numpy as np
import scipy.constants as sc
import scipy.sparse as sp
from scipy.integrate import quad, solve_ivp
from scipy.sparse.linalg import spsolve
from scipy.special import erfc

PI = np.pi
HARTREE = sc.physical_constants["Hartree energy"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
kelvin, molar, eps_b = 300.0, 1.0, 80.0
T = kelvin * sc.k / HARTREE
conc = molar * 1000 * sc.N_A * BOHR**3
kappa = np.sqrt(8 * PI * conc / (eps_b * T))
lengths = (30.0, 40.0, 60.0)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Linear response of the Boltzmann ion charge density at zero potential.
def boltzmann_charge(phi):
    return conc * (np.exp(-phi / T) - np.exp(phi / T))


step = 1e-4 * T
slope = (boltzmann_charge(step) - boltzmann_charge(-step)) / (2 * step)
assert close(slope, -eps_b * kappa**2 / (4 * PI), 1e-7)
print(f"temperature {kelvin:.0f} K; thermal energy {T:.6e} hartree")
print(f"salt {molar:.1f} mol/L = {conc:.5e} bohr^-3; eps_b {eps_b:.0f}")
print(f"kappa {kappa:.6f} bohr^-1; Debye length {1/kappa:.4f} bohr")
print(f"Debye length converted {BOHR/kappa*1e10:.4f} angstrom")

# Gaussian charge q with standard deviation width, in a uniform electrolyte.
q, width = 0.05, 1.5


def reciprocal_potential(point, L, k, variance, keep_zero=True):
    """Fourier sum; variance 2*width^2 averages phi over the charge."""
    n = int(8.5 / width * L / (2 * PI)) + 1
    g = 2 * PI / L * np.arange(-n, n + 1)
    g2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
    wave = [np.cos(g * x) for x in point]
    phase = (wave[0][:, None, None] * wave[1][None, :, None]
             * wave[2][None, None, :])
    denominator = g2 + k**2
    if not keep_zero:
        denominator[n, n, n] = np.inf
    total = np.sum(np.exp(-g2 * variance / 2) * phase / denominator)
    return 4 * PI * q / (eps_b * L**3) * total


def single_potential(r, k):
    """Screened potential of one isolated Gaussian charge."""
    root = np.sqrt(2) * width
    inner = np.exp(-k * r) * erfc((k * width**2 - r) / root)
    outer = np.exp(k * r) * erfc((k * width**2 + r) / root)
    return q * np.exp((k * width)**2 / 2) * (inner - outer) / (2 * eps_b * r)


def image_potential(points, L, k):
    """Real-space sum over periodic images; no Fourier transform is used."""
    points = np.atleast_2d(points)
    m = int(30 / (k * L)) + 2
    shifts = L * np.arange(-m, m + 1)
    sy, sz = [x.ravel() for x in np.meshgrid(shifts, shifts)]
    total = np.zeros(len(points))
    for sx in shifts:
        r2 = ((points[:, :1] - sx)**2 + (points[:, 1:2] - sy)**2
              + (points[:, 2:] - sz)**2)
        total += single_potential(np.sqrt(r2), k).sum(axis=1)
    return total


L0 = lengths[0]
probe = np.array([2.0, 1.0, 0.5])
by_images = image_potential(probe, L0, kappa)[0]
by_waves = reciprocal_potential(probe, L0, kappa, width**2)
without_zero = reciprocal_potential(probe, L0, kappa, width**2, False)
zero_term = 4 * PI * q / (eps_b * kappa**2 * L0**3)
assert close(by_waves, by_images, 1e-8)
assert close(by_images - without_zero, zero_term, 1e-7)

# Cell average and ion charge from real-space quadrature of the image sum.
ngrid = 16
axis = (np.arange(ngrid) + 0.5) * L0 / ngrid - L0 / 2
grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
mean_phi = image_potential(grid.reshape(-1, 3), L0, kappa).mean()
ion_charge = -eps_b * kappa**2 / (4 * PI) * mean_phi * L0**3
assert close(mean_phi, zero_term, 1e-6)
assert close(ion_charge, -q, 1e-6)
print(f"Gaussian charge {q:.3f} e; width {width:.2f} bohr; cell {L0:.0f} bohr")
print("probe point (2.0, 1.0, 0.5) bohr from the charge centre")
print(f"probe phi, image sum      {by_images:.8e} hartree/e")
print(f"probe phi, Fourier sum    {by_waves:.8e} hartree/e")
print(f"probe phi, G=0 deleted    {without_zero:.8e} hartree/e")
print(f"G=0 potential, formula    {zero_term:.8e} hartree/e")
print(f"cell mean, quadrature     {mean_phi:.8e} hartree/e")
print(f"ion charge, quadrature    {ion_charge:.8f} e")

# Removing the salt: subtract the diverging constant, compare with background.
background_phi = reciprocal_potential(probe, L0, 0.0, width**2, False)
remainders = []
for k in (0.04, 0.02):
    constant = 4 * PI * q / (eps_b * k**2 * L0**3)
    remainder = image_potential(probe, L0, k)[0] - constant - background_phi
    remainders.append(remainder)
    print(f"kappa {k:.2f} bohr^-1: constant {constant:.4e}, "
          f"remainder {remainder:.4e} hartree/e")
low_salt_ratio = remainders[0] / remainders[1]
assert abs(low_salt_ratio - 4) < 0.2
print(f"remainder ratio on halving kappa {low_salt_ratio:.4f}")

# Mean-value relation on a sphere centred at the cell corner.
corner = np.full(3, L0 / 2)
mu, mu_weight = np.polynomial.legendre.leggauss(20)
angle = 2 * PI * np.arange(40) / 40
sine = np.sqrt(1 - mu**2)
directions = np.stack([np.outer(sine, np.cos(angle)),
                       np.outer(sine, np.sin(angle)),
                       np.outer(mu, np.ones(40))], -1).reshape(-1, 3)
sphere = image_potential(corner + L0 / 2 * directions, L0, kappa)
sphere_mean = np.dot(mu_weight, sphere.reshape(20, 40).mean(axis=1)) / 2
x = kappa * L0 / 2
corner_phi = image_potential(corner, L0, kappa)[0]
assert close(sphere_mean, corner_phi * np.sinh(x) / x, 1e-7)
print(f"corner phi {corner_phi:.6e}; sphere mean {sphere_mean:.6e} hartree/e")

# Energies: Fourier sums against the isolated charge and its screened images.


def energy_integrand(r):
    density = q * np.exp(-r**2 / (2 * width**2)) / (2 * PI * width**2)**1.5
    return 0.5 * density * single_potential(r, kappa) * 4 * PI * r**2


isolated = quad(energy_integrand, 0, 12 * width, epsabs=0, epsrel=1e-11)[0]
print(f"isolated free energy A {isolated:.8e} hartree")
previous = np.inf
for L in lengths:
    A = 0.5 * q * reciprocal_potential((0, 0, 0), L, kappa, 2 * width**2)
    A_deleted = 0.5 * q * reciprocal_potential(
        (0, 0, 0), L, kappa, 2 * width**2, False)
    m = int(36 / (kappa * L)) + 2
    i = np.arange(-m, m + 1)
    R = L * np.sqrt(i[:, None, None]**2 + i[None, :, None]**2
                    + i[None, None, :]**2).ravel()
    R = R[R > 0]
    images = (q**2 / (2 * eps_b) * np.exp((kappa * width)**2)
              * np.sum(np.exp(-kappa * R) / R))
    assert close(A - isolated, images, 1e-3)
    assert isolated < A < previous
    previous = A
    x = kappa * L / 2
    ball = 4 * PI * (L / 2)**3 / 3
    bound = (np.sqrt(8 * PI * A * ball / (eps_b * kappa**2)) * kappa**3
             / (4 * PI * (x * np.cosh(x) - np.sinh(x))))
    bulk = image_potential(np.full(3, L / 2), L, kappa)[0]
    assert 0 < bulk < bound
    print(f"cube {L:.0f} bohr: A {A:.8e}, G=0 deleted {A_deleted:.8e} hartree")
    print(f"  A minus isolated {A-isolated:.4e} hartree")
    print(f"  corner phi {bulk:.4e}, bound {bound:.4e} hartree/e")

# Charged slab: sigma per area, spread uniformly over |z| < a.
sigma, a = 5e-4, 5.0


def integrate_slab(L, k, source, background, start):
    """Integrate phi, D=-eps phi', and integral of phi from L/2 to zero."""
    y = np.array([start, 0.0, 0.0])
    regions = ((L / 2, a, eps_b, eps_b * k**2, -background),
               (a, 0.0, 1.0, 0.0, source / (2 * a) - background))
    for z0, z1, eps, screening, density in regions:
        def slope_vector(z, v):
            return [-v[1] / eps, 4 * PI * density - screening * v[0], v[0]]
        y = solve_ivp(slope_vector, (z0, z1), y, method="DOP853",
                      rtol=1e-11, atol=1e-16).y[:, -1]
    return y


surface_limit = 2 * PI * sigma / (eps_b * kappa)
centre_limit = surface_limit + PI * sigma * a
print(f"slab charge {sigma:.1e} e/bohr^2; half-width {a:.1f} bohr")
print(f"isolated slab centre phi {centre_limit:.8e} hartree/e")
for L in lengths:
    d = L / 2 - a
    middle = 2 * PI * sigma / (eps_b * kappa * np.sinh(kappa * d))
    surface = surface_limit / np.tanh(kappa * d)
    centre = surface + PI * sigma * a
    average = (2 * a * surface + 4 * PI * sigma * a**2 / 3
               + 4 * PI * sigma / (eps_b * kappa**2)) / L
    homogeneous = integrate_slab(L, kappa, 0.0, 0.0, 1.0)
    particular = integrate_slab(L, kappa, sigma, 0.0, 0.0)
    middle_numeric = -particular[1] / homogeneous[1]
    solution = particular + middle_numeric * homogeneous
    assert close(middle, middle_numeric, 1e-7)
    assert close(centre, solution[0], 1e-7)
    assert close(average, -2 * solution[2] / L, 1e-7)
    integral = quad(lambda z: middle * np.cosh(kappa * (L / 2 - z)),
                    a, L / 2, epsabs=0, epsrel=1e-10)[0]
    slab_ions = -2 * eps_b * kappa**2 / (4 * PI) * integral
    assert close(slab_ions, -sigma, 1e-8)
    drop = (PI * sigma * a * (1 - 2 * a / L)
            + 2 * PI * sigma * d**2 / (eps_b * L))
    drop_numeric = integrate_slab(L, 0.0, sigma, sigma / L, 0.0)[0]
    assert close(drop, drop_numeric, 1e-7)
    print(f"slab cell {L:.0f} bohr: ion charge {slab_ions:.6e} e/bohr^2")
    print(f"  phi middle {middle:.5e}, surface {surface:.5e} hartree/e")
    print(f"  phi centre {centre:.7e}, mean {average:.5e} hartree/e")
    print(f"  uniform background: centre-middle {drop:.5e} hartree/e")
reduced = surface / T
excess = np.sinh(reduced) / reduced - 1
print(f"surface phi/T in longest cell {reduced:.4f} (no unit)")
print(f"Boltzmann/linear ion density minus one {100*excess:.3f} percent")

# Irregular cavity, uniform along one axis. The expanded differential operator
# does not conserve charge by construction, so neutrality can fail on the grid.


def periodic_stencil(n, weights):
    identity = np.eye(n)
    return sp.csr_matrix(sum(w * np.roll(identity, j, axis=1)
                             for j, w in weights.items()))


def irregular_cell(n, L=40.0):
    h = L / n
    first = periodic_stencil(n, {-2: 1, -1: -8, 1: 8, 2: -1}) / (12 * h)
    second = periodic_stencil(
        n, {-2: -1, -1: 16, 0: -30, 1: 16, 2: -1}) / (12 * h**2)
    identity = sp.identity(n, format="csr")
    dx, dy = sp.kron(first, identity), sp.kron(identity, first)
    laplacian = sp.kron(second, identity) + sp.kron(identity, second)
    X, Y = np.meshgrid(h * np.arange(n), h * np.arange(n), indexing="ij")
    access, density = np.ones(n * n), np.zeros(n * n)
    solute = ((17.0, 20.0, 6.0, 0.020), (23.0, 21.0, 5.0, -0.005))
    for cx, cy, radius, charge in solute:
        r2 = ((X - cx)**2 + (Y - cy)**2).ravel()
        access *= 0.5 * (1 + np.tanh((r2 - radius**2) / (3 * radius)))
        density += charge * np.exp(-r2 / (2 * width**2)) / (2*PI*width**2)
    log_eps = np.log(eps_b) * access
    eps = np.exp(log_eps)
    screening = eps_b * kappa**2 * access
    operator = (laplacian + sp.diags(dx @ log_eps) @ dx
                + sp.diags(dy @ log_eps) @ dy - sp.diags(screening / eps))
    phi = spsolve(operator.tocsc(), -4 * PI * density / eps,
                  permc_spec="MMD_AT_PLUS_A")
    ions = -np.sum(screening * phi) * h**2 / (4 * PI)
    return np.sum(density) * h**2, ions, phi[0], np.max(np.abs(phi))


errors = []
for n in (100, 200):
    solute_charge, ions, far_phi, peak_phi = irregular_cell(n)
    errors.append(abs(ions / solute_charge + 1))
    print(f"irregular cell, {n}x{n} grid: solute {solute_charge:.7f}, "
          f"ions {ions:.7f} e/bohr")
assert errors[1] < 1e-2 and errors[1] < errors[0] / 4
assert abs(far_phi) < 0.01 * peak_phi
print(f"neutrality errors {errors[0]:.2e}, {errors[1]:.2e} (relative)")
print(f"corner phi {far_phi:.3e}, largest phi {peak_phi:.3e} hartree/e")
print("no test failed")
```

It prints:

```
temperature 300 K; thermal energy 9.500435e-04 hartree
salt 1.0 mol/L = 8.92389e-05 bohr^-3; eps_b 80
kappa 0.171783 bohr^-1; Debye length 5.8213 bohr
Debye length converted 3.0805 angstrom
Gaussian charge 0.050 e; width 1.50 bohr; cell 30 bohr
probe point (2.0, 1.0, 0.5) bohr from the charge centre
probe phi, image sum      1.56213143e-04 hartree/e
probe phi, Fourier sum    1.56213143e-04 hartree/e
probe phi, G=0 deleted    1.46355674e-04 hartree/e
G=0 potential, formula    9.85746902e-06 hartree/e
cell mean, quadrature     9.85746852e-06 hartree/e
ion charge, quadrature    -0.05000000 e
kappa 0.04 bohr^-1: constant 1.8181e-04, remainder -2.5091e-06 hartree/e
kappa 0.02 bohr^-1: constant 7.2722e-04, remainder -6.3889e-07 hartree/e
remainder ratio on halving kappa 3.9273
corner phi 2.357477e-06; sphere mean 5.982674e-06 hartree/e
isolated free energy A 3.82449737e-06 hartree
cube 30 bohr: A 3.84750286e-06, G=0 deleted 3.60106614e-06 hartree
  A minus isolated 2.3005e-08 hartree
  corner phi 2.3575e-06, bound 2.9217e-05 hartree/e
cube 40 bohr: A 3.82732384e-06, G=0 deleted 3.72335834e-06 hartree
  A minus isolated 2.8265e-09 hartree
  corner phi 3.9122e-07, bound 1.2441e-05 hartree/e
cube 60 bohr: A 3.82455426e-06, G=0 deleted 3.79374967e-06 hartree
  A minus isolated 5.6896e-11 hartree
  corner phi 1.3223e-08, bound 2.4088e-06 hartree/e
slab charge 5.0e-04 e/bohr^2; half-width 5.0 bohr
isolated slab centre phi 8.08258338e-03 hartree/e
slab cell 30 bohr: ion charge -5.000000e-04 e/bohr^2
  phi middle 8.47777e-05, surface 2.43816e-04 hartree/e
  phi centre 8.0977972e-03, mean 1.91532e-03 hartree/e
  uniform background: centre-middle 5.36689e-03 hartree/e
slab cell 40 bohr: ion charge -5.000000e-04 e/bohr^2
  phi middle 3.49591e-05, surface 2.31259e-04 hartree/e
  phi centre 8.0852410e-03, mean 1.43335e-03 hartree/e
  uniform background: centre-middle 6.11138e-03 hartree/e
slab cell 60 bohr: ion charge -5.000000e-04 e/bohr^2
  phi middle 6.23849e-06, surface 2.28687e-04 hartree/e
  phi centre 8.0826685e-03, mean 9.55138e-04 hartree/e
  uniform background: centre-middle 6.95405e-03 hartree/e
surface phi/T in longest cell 0.2407 (no unit)
Boltzmann/linear ion density minus one 0.969 percent
irregular cell, 100x100 grid: solute 0.0150000, ions -0.0150143 e/bohr
irregular cell, 200x200 grid: solute 0.0150000, ions -0.0150010 e/bohr
neutrality errors 9.52e-04, 6.37e-05 (relative)
corner phi 7.411e-06, largest phi 3.476e-02 hartree/e
no test failed
```
